# Quadrupolar Echo and Jeener-Broekaert Order for Spin 1: test program

```python
# RESULT UNDER TEST (spin 1, first-order quadrupole coupling, ideal pulses):
#  A) 90x - tau - 90y - t gives -Iy cos w(t-tau) + Kxz sin w(t-tau),
#     hence -Iy at t = tau for every quadrupole frequency w.
#  B) 90x - tau - 45y creates quadrupolar order -(1/2) sin(w tau) (3 Iz^2 - 2).
# SYMBOLS: H = w (Iz^2 - 2/3); w = (3/4) chi P; chi = Q Vzz (unit charge e = 1);
#  P = (3 cos^2 th - 1 + eta sin^2 th cos 2ph)/2; Kab = Ia Ib + Ib Ia;
#  pulse = exp(-i beta Ia); the density operator evolves as U rho U^dagger.
# Energies in eV, times in microseconds, hbar in eV microsecond.
import numpy as np
from scipy.linalg import expm
from scipy.stats import unitary_group
from scipy import constants as const

HBAR = const.hbar / const.e * 1e6
PLANCK = const.h / const.e


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    plus = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((plus + plus.T) / 2 + 0j, (plus - plus.T) / 2j, np.diag(m) + 0j)


def pulse(axis_operator, degrees):
    return expm(-1j * np.radians(degrees) * axis_operator)


def act(unitary, rho):
    return unitary @ rho @ unitary.conj().T


def coef(operator, rho):
    return (np.trace(operator @ rho) / np.trace(operator @ operator)).real


def comm(a, b):
    return a @ b - b @ a


def show(label, value, unit=""):
    print(f"{label}: {round(float(value), 4) + 0.0:.4f} {unit}".rstrip())


Ix, Iy, Iz = spin_matrices(1)
one = np.eye(3)
Kxz, Kyz, Kxy = Ix @ Iz + Iz @ Ix, Iy @ Iz + Iz @ Iy, Ix @ Iy + Iy @ Ix
order = 3 * Iz @ Iz - 2 * one
double = Ix @ Ix - Iy @ Iy
x90, y90, y45 = pulse(Ix, 90), pulse(Iy, 90), pulse(Iy, 45)


def free(quad_phase, offset_phase=0.0):
    """Propagator of the quadrupole term and a resonance offset."""
    levels = np.diag(quad_phase * (Iz @ Iz - 2 * one / 3) + offset_phase * Iz)
    return np.diag(np.exp(-1j * levels))


# ---- model parameters
Q, Vzz, eta = 3e-11, 20.0, 0.2
theta, phi = np.radians(40), np.radians(30)
zeeman = 4e-7
chi = Q * Vzz


def orientation_factor(cos_theta, azimuth):
    return (3 * cos_theta**2 - 1
            + eta * (1 - cos_theta**2) * np.cos(2 * azimuth)) / 2


P = orientation_factor(np.cos(theta), phi)
w = 0.75 * chi * P


# ---- first-order lines against diagonalization of the full Hamiltonian
def full_lines(zeeman_energy):
    n = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi), np.cos(theta))
    gradient = Vzz * np.array([-(1 - eta) / 2, -(1 + eta) / 2, 1])
    H = sum(-zeeman_energy * n[k] * S + Q / 2 * gradient[k] * S @ S
            for k, S in enumerate((Ix, Iy, Iz)))
    e = np.linalg.eigvalsh(H)
    return e[0] + e[2] - 2 * e[1], (e[2] - e[0]) / 2 - zeeman_energy


split_full, shift = full_lines(zeeman)
shift_double_field = full_lines(2 * zeeman)[1]
assert abs(split_full / (2 * w) - 1) < 1e-4   # higher-order terms remain
assert abs(shift / shift_double_field - 2) < 1e-3

# ---- closed evolution, rotations, echo, offset, order: random cases
rng = np.random.default_rng(4)
for _ in range(30):
    a, b, d = rng.uniform(-7, 7, 3)
    beta = rng.uniform(0, 180)
    H = Iz @ Iz - 2 * one / 3
    U = expm(-1j * a * H)
    ca, sa = np.cos(a), np.sin(a)
    assert np.allclose(act(U, Ix), Ix * ca + Kyz * sa)
    assert np.allclose(act(U, Iy), Iy * ca - Kxz * sa)
    assert np.allclose(act(U, Kxz), Kxz * ca + Iy * sa)
    assert np.allclose(act(U, Kyz), Kyz * ca - Ix * sa)
    two_beta = np.radians(2 * beta)
    assert np.allclose(act(pulse(Iy, beta), Kxz), Kxz * np.cos(two_beta)
                       + (Ix @ Ix - Iz @ Iz) * np.sin(two_beta))
    before = act(U @ x90, Iz)
    echo = act(expm(-1j * b * H) @ y90, before)
    assert np.allclose(echo, -Iy * np.cos(b - a) + Kxz * np.sin(b - a))
    assert np.allclose(act(U @ y90, before), -Iy)
    # a second pulse about x leaves no signal at any later time
    no_echo = act(free(b) @ x90, before)
    assert np.allclose(no_echo, -Iz * ca - Kxy * sa)
    assert abs(coef(Ix, no_echo)) + abs(coef(Iy, no_echo)) < 1e-12
    # resonance offset with phase d in each delay
    off = act(free(a, d) @ y90 @ free(a, d) @ x90, Iz)
    assert np.isclose(coef(Iy, off), -np.cos(d)**2)
    assert np.isclose(coef(Ix, off), np.cos(d) * np.sin(d))
    # preparation of order with a general second pulse, then with 45 degrees
    general = act(pulse(Iy, beta), before)
    assert np.isclose(coef(order, general), -0.5 * sa * np.sin(two_beta))
    prepared = act(y45, before)
    assert np.allclose(prepared, -Iy * ca - order * sa / 2 + double * sa / 2)
    # four-step phase cycle of the two preparation pulses
    cycled = np.zeros((3, 3), complex)
    for k in range(4):
        p = k * np.pi / 2
        first = expm(-1j * np.pi / 2 * (Ix * np.cos(p) + Iy * np.sin(p)))
        second = expm(-1j * np.pi / 4 * (-Ix * np.sin(p) + Iy * np.cos(p)))
        cycled += act(second @ U @ first, Iz) / 4
    assert np.allclose(cycled, -order * sa / 2)
    read = act(free(b) @ y45, cycled)
    assert np.isclose(-coef(Iy, read), 0.75 * sa * np.sin(b))
    uncycled = act(free(b) @ y45, -order * sa / 2 + double * sa / 2)
    assert np.isclose(-coef(Iy, uncycled), sa * np.sin(b))
    assert np.isclose(np.trace(H @ cycled).real, -sa)

assert np.allclose(comm(Iz @ Iz, order), 0)
assert np.allclose(comm(Iz @ Iz, double), 0)

# ---- commuting squares are what makes spin 1 refocus; spin 3/2 as contrast
assert np.allclose(comm(Ix @ Ix, Iz @ Iz), 0)


def mean_echo(spin):
    Sx, Sy, Sz = spin_matrices(spin)
    total = 0.0
    for phase in 2 * np.pi * np.arange(64) / 64:
        U = expm(-1j * phase * Sz @ Sz)
        total -= coef(Sy, act(U @ pulse(Sy, 90) @ U @ pulse(Sx, 90), Sz)) / 64
    return total


Sx, Sy, Sz = spin_matrices(1.5)
assert np.linalg.norm(comm(Sx @ Sx, Sz @ Sz)) > 0.1
echo_spin1, echo_spin32 = mean_echo(1), mean_echo(1.5)
assert abs(echo_spin1 - 1) < 1e-12 and echo_spin32 < 0.95

# ---- no unitary operation yields more order than the sequence at its best
samples = [abs(coef(order, act(V, Iz)))
           for V in unitary_group.rvs(3, size=3000, random_state=1)]
best_sequence = abs(coef(order, act(y45 @ free(np.pi / 2) @ x90, Iz)))
assert max(samples) <= 0.5 + 1e-12 and abs(best_sequence - 0.5) < 1e-12


# ---- powder averages
def powder_grid(n_theta, n_phi):
    x, weight = np.polynomial.legendre.leggauss(n_theta)
    azimuth = np.pi * (np.arange(n_phi) + 0.5) / n_phi
    c, p = np.meshgrid((x + 1) / 2, azimuth, indexing="ij")
    weights = np.repeat(weight / 2 / n_phi, n_phi)
    return 0.75 * chi * orientation_factor(c, p).ravel(), weights


freqs, weights = powder_grid(64, 24)


def powder(function):
    return sum(g * function(f) for f, g in zip(freqs, weights))


def powder_fid(time):
    return powder(lambda f: -coef(Iy, act(free(f * time / HBAR) @ x90, Iz)))


def echo_signal(f, tau, t):
    U = free(f * t / HBAR) @ y90 @ free(f * tau / HBAR) @ x90
    return -coef(Iy, act(U, Iz))


def stored_order(f, tau):
    return coef(order, act(y45 @ free(f * tau / HBAR) @ x90, Iz))


def read_signal(f, tau, t):
    rho = stored_order(f, tau) * order
    return -coef(Iy, act(free(f * t / HBAR) @ y45, rho))


tau_echo, tau_jb = 20.0, 3.0
fid_20 = powder_fid(tau_echo)
fine_freqs, fine_weights = powder_grid(100, 40)
fine_40 = np.sum(fine_weights * np.cos(fine_freqs * 2 * tau_echo / HBAR))
fid_40 = powder_fid(2 * tau_echo)
assert abs(fid_40 - fine_40) < 1e-8
powder_echo = powder(lambda f: echo_signal(f, tau_echo, tau_echo))
assert abs(powder_echo - 1) < 1e-12
powder_read = powder(lambda f: read_signal(f, tau_echo, tau_echo))
assert abs(powder_read - 0.375 * (1 - fid_40)) < 1e-10

delays = np.arange(0, 20.001, 0.01)
energy_curve = [np.sum(weights * freqs * np.sin(freqs * t / HBAR)) for t in delays]
tau_powder = delays[int(np.argmax(energy_curve))]
energy_powder = powder(lambda f: np.trace(
    f * (Iz @ Iz - 2 * one / 3) @ (stored_order(f, tau_powder) * order)).real)
step = 1e-3
slope = HBAR * (powder_fid(tau_powder + step)
                - powder_fid(tau_powder - step)) / (2 * step)
assert abs(slope / energy_powder - 1) < 1e-5

# ---- worked example
print(f"Quadrupole moment Q: {Q:.1e} angstrom^2")
print(f"Field gradient Vzz: {Vzz:.1f} eV/angstrom^2 per unit charge")
print(f"Asymmetry eta: {eta:.1f}")
print(f"Angles theta, phi: {np.degrees(theta):.0f}, {np.degrees(phi):.0f} degrees")
print(f"Zeeman energy: {zeeman:.1e} eV")
print(f"Coupling chi: {chi:.3e} eV")
show("Orientation factor P", P)
print(f"Quadrupole frequency w (as energy): {w:.4e} eV")
print(f"Line splitting 2w, first order: {2 * w:.4e} eV")
print(f"Line splitting 2w, converted: {2 * w / PLANCK / 1e3:.2f} kHz")
print(f"Relative error of first-order splitting: {2 * w / split_full - 1:.1e}")
print(f"Neglected shift of line centre: {shift:.3e} eV")
show("Phase of that shift in the echo delay", shift * tau_echo / HBAR, "rad")

phase = w * tau_echo / HBAR
rho = act(free(phase) @ x90, Iz)
show("Echo delay tau", tau_echo, "microseconds")
show("Phase w tau in echo delay", phase, "rad")
show("Before 90y: coefficient of Iy", coef(Iy, rho))
show("Before 90y: coefficient of Kxz", coef(Kxz, rho))
rho = act(y90, rho)
show("After 90y: coefficient of Iy", coef(Iy, rho))
show("After 90y: coefficient of Kxz", coef(Kxz, rho))
for t in (18.0, 20.0, 22.0):
    show(f"Signal along -y at t = {t:.0f} microseconds", echo_signal(w, tau_echo, t))
show("Phase-averaged echo, spin 1", echo_spin1)
show("Phase-averaged echo, spin 3/2", echo_spin32)

phase = w * tau_jb / HBAR
rho = act(y45 @ free(phase) @ x90, Iz)
show("Jeener-Broekaert delay tau", tau_jb, "microseconds")
show("Phase w tau in that delay", phase, "rad")
show("After 45y: coefficient of Iy", coef(Iy, rho))
show("After 45y: coefficient of 3Iz^2-2", coef(order, rho))
show("After 45y: coefficient of Ix^2-Iy^2", coef(double, rho))
show("Read signal along -y at t = tau", read_signal(w, tau_jb, tau_jb))
show("Best delay, this orientation", np.pi / 2 * HBAR / abs(w), "microseconds")
show("Largest order coefficient, sequence", best_sequence)
show("Largest order coefficient, 3000 random unitaries", max(samples))

show("Powder decay G at 20 microseconds", fid_20)
show("Powder echo at t = tau = 20 microseconds", powder_echo)
show("Powder decay G at 40 microseconds", fid_40)
show("Powder read signal at t = tau = 20 microseconds", powder_read)
print(f"Best delay for powder order energy: {tau_powder:.2f} microseconds")
print(f"Powder order energy Tr(H rho) there: {energy_powder:.4e} eV")
print(f"hbar times slope of powder decay there: {slope:.4e} eV")
print("PASS")
```

Running it gives:

```
Quadrupole moment Q: 3.0e-11 angstrom^2
Field gradient Vzz: 20.0 eV/angstrom^2 per unit charge
Asymmetry eta: 0.2
Angles theta, phi: 40, 30 degrees
Zeeman energy: 4.0e-07 eV
Coupling chi: 6.000e-10 eV
Orientation factor P: 0.4009
Quadrupole frequency w (as energy): 1.8040e-10 eV
Line splitting 2w, first order: 3.6081e-10 eV
Line splitting 2w, converted: 87.24 kHz
Relative error of first-order splitting: 6.7e-07
Neglected shift of line centre: 7.194e-14 eV
Phase of that shift in the echo delay: 0.0022 rad
Echo delay tau: 20.0000 microseconds
Phase w tau in echo delay: 5.4816 rad
Before 90y: coefficient of Iy: -0.6956
Before 90y: coefficient of Kxz: -0.7185
After 90y: coefficient of Iy: -0.6956
After 90y: coefficient of Kxz: 0.7185
Signal along -y at t = 18 microseconds: 0.8535
Signal along -y at t = 20 microseconds: 1.0000
Signal along -y at t = 22 microseconds: 0.8535
Phase-averaged echo, spin 1: 1.0000
Phase-averaged echo, spin 3/2: 0.5500
Jeener-Broekaert delay tau: 3.0000 microseconds
Phase w tau in that delay: 0.8222 rad
After 45y: coefficient of Iy: -0.6806
After 45y: coefficient of 3Iz^2-2: -0.3663
After 45y: coefficient of Ix^2-Iy^2: 0.3663
Read signal along -y at t = tau: 0.4026
Best delay, this orientation: 5.7312 microseconds
Largest order coefficient, sequence: 0.5000
Largest order coefficient, 3000 random unitaries: 0.4904
Powder decay G at 20 microseconds: 0.1321
Powder echo at t = tau = 20 microseconds: 1.0000
Powder decay G at 40 microseconds: -0.0103
Powder read signal at t = tau = 20 microseconds: 0.3788
Best delay for powder order energy: 3.70 microseconds
Powder order energy Tr(H rho) there: -1.4269e-10 eV
hbar times slope of powder decay there: -1.4269e-10 eV
PASS
```
